# Perturbative spin–orbit coupling between TDDFT states, checked against two-component response, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Equations are in atomic units, and $\alpha$ is the fine-structure constant. The reference is a closed-shell Kohn–Sham determinant $|0\rangle$ with real spatial orbitals $\varphi_p$ and energies $\varepsilon_p$. Indices $i,j,k$ label occupied orbitals and $a,b,c$ virtual ones; as Cartesian labels, $k,l,m$ run over $x,y,z$. The kernel is adiabatic LDA, and the Tamm–Dancoff approximation (TDA) holds throughout.

The spin–orbit operator is a fixed one-electron operator with a strength parameter $\lambda$, whose physical value is 1:

$$\lambda h=\lambda\sum_k\eta^k\frac{\sigma_k}{2},\qquad \eta^k=\xi(r)\,l_k,\qquad \xi=\frac{\alpha^2}{2}\frac1r\frac{dV}{dr}=\frac{\alpha^2}{2}\frac{Z-N(r)}{r^3}.$$

Here $V$ is the nuclear plus Hartree potential energy of a spherical atom, and Gauss's law gives $dV/dr=(Z-N(r))/r^2$, with $N(r)$ the number of electrons inside radius $r$. Exchange and spin–other-orbit terms are left out. Since $l_k=-i(\mathbf r\times\nabla)_k$, the matrix $\eta^k_{pq}$ between real orbitals is imaginary, and being Hermitian it is antisymmetric. Until the atomic section, these are the properties of $\eta^k$ that are used.

Two settings are compared. State interaction (SI) solves the spin-free problem for singlets and triplets, treats the response vectors as wave functions, builds $h$ between them and diagonalises. Two-component (2c) response puts $h$ into the self-consistent field and solves the response problem with spinors. The question is what the first setting omits relative to the second.

## The two-component TDA matrix

Let $\phi_p$ be spinors and $F$ the Kohn–Sham operator, with no occupied–virtual block. A free oscillation $\delta\phi_j=\sum_bX_{jb}\phi_be^{-i\omega t}$, with the $e^{+i\omega t}$ part dropped (this is the TDA), carries $\delta n=\sum X_{jb}t_{jb}$ and $\delta m^k=\sum X_{jb}m^k_{jb}$, where $t_{jb}=\phi_j^\dagger\phi_b$ and $m^k_{jb}=\phi_j^\dagger\sigma_k\phi_b$.

The kernel follows from the collinear second variation $\frac12\int(f_{\uparrow\uparrow}\delta n_\uparrow^2+2f_{\uparrow\downarrow}\delta n_\uparrow\delta n_\downarrow+f_{\downarrow\downarrow}\delta n_\downarrow^2)$. At zero magnetisation $f_{\downarrow\downarrow}=f_{\uparrow\uparrow}$, and inserting $\delta n_{\uparrow,\downarrow}=(\delta n\pm\delta m)/2$ gives $\frac12\int(f_n\delta n^2+f_m\delta m^2)$ with $f_{n,m}=(f_{\uparrow\uparrow}\pm f_{\uparrow\downarrow})/2$. Noncollinear LDA depends on $|\mathbf m|$, so $\delta m^2$ becomes $|\delta\mathbf m|^2$. The induced potential is $\delta v=W_n\delta n+f_m\,\delta\mathbf m\cdot\boldsymbol\sigma$ with $W_n=1/r_{12}+f_n$. Projecting the time-dependent Kohn–Sham equation on $\phi_a$, and using $\phi_a^\dagger\phi_i=t_{ia}^*$, gives $AX=\omega X$ with

$$A_{ia,jb}=\delta_{ij}F_{ab}-\delta_{ab}F_{ji}+\langle t_{ia}|W_n|t_{jb}\rangle+\sum_k\langle m^k_{ia}|f_m|m^k_{jb}\rangle .\tag1$$

For canonical spinors the first two terms are $\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)$; the written form is what this becomes under unitary mixing among occupied and among virtual spinors, which leaves the eigenvalues unchanged. For normalised $X$ the transition dipole is $\boldsymbol\mu=\sum X_{jb}\mathbf r_{jb}\equiv\mathbf d\cdot X$, and $f=\frac23\omega|\boldsymbol\mu|^2$.

At $\lambda=0$ write $X_{i\sigma',a\sigma}=x_{ia}\tau_{\sigma\sigma'}/\sqrt2$ with real normalised $x$ and $\tau=1$ or $\sigma_l$. The spin sums give $\delta n=\rho\,\mathrm{tr}\,\tau/\sqrt2$ and $\delta m^k=\rho\,\mathrm{tr}(\tau\sigma_k)/\sqrt2$, with $\rho=\sum x_{ia}\varphi_i\varphi_a$. So $\tau=1$ carries charge $\sqrt2\rho$, and $\tau=\sigma_l$ carries magnetisation $\sqrt2\rho$ along $l$. The two factors $\sqrt2$ give

$$A^S=\Delta\varepsilon+2W_n,\qquad A^T=\Delta\varepsilon+2f_m,$$

with $\Delta\varepsilon_{ia}=\varepsilon_a-\varepsilon_i$ and kernels taken between products $\varphi_i\varphi_a$. Singlet vectors are called $x$, triplet vectors $y$, and $|T,l\rangle$ are the three Cartesian triplet components.

## The state-interaction matrix

SI assigns to each vector the state $\sum X_{jb}\,a_b^\dagger a_j|0\rangle$. This is a prescription, not a result of response theory. A one-electron operator $o=\sum o_{pq}a^\dagger_pa_q$ acting on $a_b^\dagger a_j|0\rangle$ stays among single excitations in three ways. It moves the particle, $b\to a$, with weight $o_{ab}$. It refills $j$ from $i$ with weight $o_{ji}$, and anticommuting gives $a_j^\dagger a_ia_b^\dagger a_j|0\rangle=-a_b^\dagger a_i|0\rangle$. Or it acts diagonally on the occupied set. Together,

$$\langle ia|o|jb\rangle=\delta_{ij}o_{ab}-\delta_{ab}o_{ji}+\delta_{ij}\delta_{ab}\langle0|o|0\rangle .\tag2$$

The last term vanishes for $h$ because $\mathrm{tr}\,\sigma_k=0$, and for $\mathbf r$ in an atom by parity. For two spatial vectors define

$$vv^k=\sum x_{ia}\eta^k_{ab}y_{ib},\qquad oo^k=\sum x_{ia}\eta^k_{ji}y_{ja}.$$

In the particle term $\sigma_k/2$ multiplies $\tau$ from the left, because the first index of $\tau$ is the particle spin; in the hole term it multiplies from the right. For bra spin matrix $\tau'$,

$$\langle\tau'|h|\tau\rangle=\tfrac14\sum_k\big[\mathrm{tr}(\tau'\sigma_k\tau)\,vv^k-\mathrm{tr}(\tau'\tau\sigma_k)\,oo^k\big].$$

With $\mathrm{tr}\,\sigma_k=0$, $\mathrm{tr}(\sigma_k\sigma_l)=2\delta_{kl}$ and $\mathrm{tr}(\sigma_m\sigma_k\sigma_l)=2i\epsilon_{mkl}$,

$$\langle S|h|S'\rangle=0,\qquad\langle S|h|T,l\rangle=\tfrac12(vv-oo)^l,$$

$$\langle T',m|h|T,l\rangle=\tfrac i2\sum_k\epsilon_{mkl}(vv+oo)^k .\tag3$$

The plus sign in the last line arises because the hole trace is $2i\epsilon_{mlk}=-2i\epsilon_{mkl}$. The ground state couples through $\langle0|h\,a_a^\dagger a_i|0\rangle=h_{ia}$, with spin factor $\mathrm{tr}(\sigma_k\sigma_l)/(2\sqrt2)$:

$$\langle0|h|T,l\rangle=\tfrac1{\sqrt2}\sum\eta^l_{ia}y_{ia},\qquad\langle0|h|S\rangle=0.$$

For the spin-free dipole the traces are $\mathrm{tr}\,\tau/\sqrt2$ and $\frac12\mathrm{tr}(\tau'\tau)$. Thus $\mathbf d_S=\langle0|\mathbf r|S\rangle=\sqrt2\sum\mathbf r_{ia}x_{ia}$ and $\langle0|\mathbf r|T,l\rangle=0$, and between states of equal $\tau$ the element is $vv-oo$ with $\mathbf r$ in place of $\eta$.

The algorithm has four steps.

1. Diagonalise $A^S$ and $A^T$ and keep a chosen set of states.
2. Build $H=\mathrm{diag}(0,\omega_S,\omega_T)+\lambda h$ and the dipole matrix $\mathbf R$ over ground state, singlets and triplet components.
3. Diagonalise $H$, giving $E_n$ and $c_n$.
4. Evaluate $f_n=\frac23(E_n-E_0)\,|c_0^\dagger\mathbf Rc_n|^2$.

## Atomic P states

Take a ${}^3P$ and a ${}^1P$ term of the same parity, with spatial components $I,J$ transforming as $x,y,z$. The arrays $(vv\pm oo)^k_{IJ}$ are invariant under rotations, and an invariant three-index tensor is a multiple of $\epsilon_{kIJ}$. Write $(vv+oo)^k_{IJ}=-2iA_L\epsilon_{kIJ}$ within the triplet and $(vv-oo)^k_{IJ}=-i\sqrt2V\epsilon_{kIJ}$ between singlet and triplet, which defines real $A_L$ and $V$. Equation (3), with $\epsilon_{mkl}=-\epsilon_{kml}$, gives the triplet block

$$-A_L\sum_k\epsilon_{kml}\epsilon_{kIJ}=-A_L(\delta_{mI}\delta_{lJ}-\delta_{mJ}\delta_{lI}).$$

On a coefficient array $c_{Jl}$ it returns $A_L(c_{mI}-\delta_{Im}\,\mathrm{tr}\,c)$. The unit array has eigenvalue $A_L(1-3)=-2A_L$, the three antisymmetric arrays $-A_L$, and the five symmetric traceless arrays $+A_L$. These are the levels ${}^3P_0$, ${}^3P_1$, ${}^3P_2$, and their intervals $A_L$ and $2A_L$ are the Landé rule at first order.

The singlet–triplet block is $-(iV/\sqrt2)\epsilon_{lIJ}$. It annihilates symmetric arrays, so ${}^3P_0$ and ${}^3P_2$ do not couple to ${}^1P_1$. On $c_{Jl}=\epsilon_{NJl}/\sqrt2$ it gives $-(iV/2)\sum\epsilon_{IJl}\epsilon_{NJl}=-iV\delta_{IN}$. In the limit of a pure $s\to p$ excitation into one radial function, $oo=0$ and $vv^k_{IJ}=-i\zeta\epsilon_{kIJ}$ with $\zeta=\langle\xi\rangle$, since $(l_k)_{IJ}=-i\epsilon_{kIJ}$ on $p$ orbitals. Then $A_L=\zeta/2$ and $V=\zeta/\sqrt2=\sqrt2A_L$.

With these twelve states alone, each ${}^3P_1$ component meets one singlet component in a $2\times2$ problem with diagonal $\omega_T-A_L$, $\omega_S$ and gap $g=\omega_S-\omega_T+A_L$; the odd-parity states do not couple to the ground state. A phase makes the coupling real. The secular equation $(E'+g/2)(E'-g/2)=V^2$, with $E'$ measured from the midpoint, gives the lower root, and the rotation that removes the off-diagonal element obeys $V\cos2\theta=\frac g2\sin2\theta$:

$$E_-=\omega_T-A_L+\tfrac g2-\sqrt{\tfrac{g^2}4+V^2},\qquad\tan2\theta=\frac{2V}g .$$

The lower state has singlet amplitude of modulus $\sin\theta$, so its squared dipole is $\sin^2\theta\,|\mathbf d_S|^2$. Summing the three components, with $f_S=\frac23\omega_S\sum|\mathbf d_S|^2$,

$$f({}^3P_1)=f_S\,\frac{E_-}{\omega_S}\sin^2\theta .\tag4$$

What is borrowed is line strength, hence the frequency ratio. For $V\ll g$, $\theta\simeq V/g$ and $E_-$ lies $V^2/g$ below its first-order place. For $g\to0$, $\sin^2\theta\to\frac12$ and the spin labels lose their meaning.

## The leading borrowed amplitude in SI

Let $|T\rangle$ be a ${}^3P_1$ component, already diagonal in the degenerate block. First-order theory gives $|\tilde T\rangle=|T\rangle+\lambda\sum_n|n\rangle h_{nT}/(\omega_T-\omega_n)$ and $\langle\tilde0|=\langle0|-\lambda\sum_{T'}h_{0T'}\langle T'|/\omega_{T'}$. At order $\lambda^0$ the dipole vanishes. At order $\lambda$, admixed triplets have no dipole with $\langle0|$, and two terms remain:

$$\boldsymbol\mu^{\rm SI}=\sum_S\frac{\mathbf d_S\,h_{ST}}{\omega_T-\omega_S}-\sum_{T'}\frac{h_{0T'}\mathbf R_{T'T}}{\omega_{T'}} .\tag5$$

The first term is singlet character in the triplet, and the second, the direct term, is triplet character in the ground state. The strength is $f=\frac23\omega_T\lambda^2\sum|\boldsymbol\mu|^2+O(\lambda^3)$.

## The same order in two-component response

Assume first that the potential does not change at order $\lambda$. Choose spinors that mix between the occupied and virtual sets and not within them: $\phi_j=\phi_j^0+\lambda\sum_c\phi^0_c\kappa_{cj}$ and $\phi_b=\phi^0_b+\lambda\sum_k\phi^0_k\kappa_{kb}$. Orthogonality requires $\kappa_{ia}=-\kappa_{ai}^*$. The condition $F_{ai}=0$ at order $\lambda$ reads $h_{ai}+\varepsilon_a\kappa_{ai}+\varepsilon_i\kappa_{ia}^*=0$, so

$$\kappa_{ai}=\frac{h_{ai}}{\varepsilon_i-\varepsilon_a},\qquad\kappa_{ia}=\frac{h_{ia}}{\varepsilon_a-\varepsilon_i}.$$

The assumption can now be confirmed. In spin space $\kappa=\sum_ku^k_{ai}\sigma_k/2$ with imaginary $u^k_{ai}=\eta^k_{ai}/(\varepsilon_i-\varepsilon_a)$. The first-order density contains $\mathrm{tr}\,\sigma_k=0$. The first-order magnetisation is $\sum_{ia}u^l_{ai}\varphi_i\varphi_a+\text{c.c.}=0$, because $u$ is imaginary and the orbitals are real. An LDA potential depends on $n$ and $\mathbf m$ alone, so neither potential nor kernel changes at order $\lambda$. With exact exchange the argument fails, since a nonlocal operator responds to the imaginary antisymmetric part of the density matrix, and $\kappa$ must then be found from coupled equations.

Expand (1). In $F_{ab}$ the cross terms $\langle\delta\phi_a|F^0|\phi_b^0\rangle$ vanish because $\delta\phi_a$ is occupied, so $F^{(1)}_{ab}=h_{ab}$ and likewise $F^{(1)}_{ji}=h_{ji}$. The Fock part is then $\delta_{ij}h_{ab}-\delta_{ab}h_{ji}$, which is (2). The transition densities also change,

$$\delta t_{jb}=\sum_c\kappa^*_{cj}\,\phi_c^{0\dagger}\phi^0_b+\sum_k\kappa_{kb}\,\phi_j^{0\dagger}\phi^0_k,$$

and $\delta m^k_{jb}$ is the same with $\sigma_k$ inserted. With $W$ standing for all four kernel channels,

$$A^{(1)}=A^{\rm SO}+A^{\rm relax},\qquad A^{\rm relax}=\langle\delta t|W|t\rangle+\langle t|W|\delta t\rangle .\tag6$$

This shows how far the wave-function prescription is justified: the SI excited-state block is the Fock part of the first-order 2c matrix, and the kernel part is missing. The dipole vector changes by $\mathbf d^{(1)}_{jb}=\sum_c\kappa^*_{cj}\mathbf r_{cb}+\sum_k\mathbf r_{jk}\kappa_{kb}$. Perturbing $AX=\omega X$ as before,

$$\boldsymbol\mu^{2c}=\sum_S\frac{\mathbf d_S\,(h+A^{\rm relax})_{ST}}{\omega_T-\omega_S}+\mathbf d^{(1)}\!\cdot X_T .\tag7$$

To compare direct terms, insert $\kappa$ and use (2) for $\mathbf r$: $\mathbf d^{(1)}_{jb}=-\sum_{ia}(h_{ia}/\Delta\varepsilon_{ia})\langle ia|\mathbf r|jb\rangle$. In (5) with all triplets kept, $\sum_{T'}y^{T'}y^{T'\mathsf T}/\omega_{T'}=(A^T)^{-1}$, so the same expression appears with $(A^T)^{-1}\eta^l$ in place of $\eta^l/\Delta\varepsilon$. Their relation follows from $A^T(\eta^l/\Delta\varepsilon)=\eta^l+2f_m(\eta^l/\Delta\varepsilon)$, whose last term acts on the function $\sum_{ia}\eta^l_{ia}\varphi_i\varphi_a/\Delta\varepsilon_{ia}$. In a closed-shell atom $\eta^l$ joins shells of equal angular momentum, and each shell pair contributes a radial factor times $\sum_\nu Y_\nu\,l_lY_\nu=\frac12l_l\sum_\nu Y_\nu^2$, over real harmonics $Y_\nu$. The sum of squares is a constant, so the function vanishes, and $(A^T)^{-1}\eta^l=\eta^l/\Delta\varepsilon$. For a spherical atom with a local kernel and all triplets kept, the direct terms coincide, and (5) and (7) differ by $A^{\rm relax}$ alone. Without spherical symmetry this argument is unavailable and the denominators can differ.

A corrected SI follows: diagonalise $\mathrm{diag}(\omega)+\lambda A^{(1)}$ without a ground-state row and use the dipole $\mathbf d^{(0)}+\lambda\mathbf d^{(1)}$. By (6) and (7) it agrees with 2c in energies at order $\lambda$ and, for a spin-forbidden line, in $f$ at order $\lambda^2$ when $f$ is summed over the components that remain degenerate at order $\lambda$. In an orbitally non-degenerate triplet all three sublevels remain so; second-order terms, some of which the scheme omits, then decide how the sum is shared among them. For a spin-allowed line the $\lambda^2$ change of $f$ also contains the second-order parts of $A$ and $\mathbf d$, which this scheme omits.

The SI excited-state block is thus the Fock part of the first-order 2c matrix, and for a spherical atom with a local kernel and all triplets kept, the leading borrowed amplitudes differ by $A^{\rm relax}$ alone. What remains is the effect of the ground-state row on excitation energies, a numerical comparison for Si²⁺, and guidance on choosing between the settings.
